\section*{Isotropic Eliashberg Equations on the Imaginary Axis: Derivation and Numerical Checks, part 1}

(Sections cited here and not found follow in the later parts.)

\section{From the Hamiltonian to the energy-integrated equations}

\subsection{One site, one phonon, one pairing field}

Units are $\hbar=k_B=1$, so $T$ is an energy and $\beta=1/T$. Fermion frequencies are $\omega_n=(2n+1)\pi T$, boson frequencies $\nu_l=2\pi lT$, and $X(\tau)=T\sum e^{-i\omega\tau}X(i\omega)$.

Take a single orbital of energy $\xi$, an external pairing field $\phi_0$, and one oscillator coupled to the charge:
\begin{align}
H_0&=\xi\rho+\phi_0\,(c^\dagger_\uparrow c^\dagger_\downarrow+c_\downarrow c_\uparrow)+\Omega\, b^\dagger b,\\
H_1&=gA\rho,\qquad A=b+b^\dagger,\qquad \rho=n_\uparrow+n_\downarrow-1 .
\end{align}
Define the Nambu spinor $\Psi=(c_\uparrow,\,c^\dagger_\downarrow)^{T}$ and Pauli matrices $\tau_i$ acting on it. Multiplying out,
\begin{align}
\Psi^\dagger\tau_3\Psi&=c^\dagger_\uparrow c_\uparrow-c_\downarrow c^\dagger_\downarrow=n_\uparrow+n_\downarrow-1=\rho,\\
\Psi^\dagger\tau_1\Psi&=c^\dagger_\uparrow c^\dagger_\downarrow+c_\downarrow c_\uparrow .
\end{align}
The charge couples through $\tau_3$ because the lower component is a hole. The electronic part of $H_0$ is $\Psi^\dagger h\Psi$ with $h=\xi\tau_3+\phi_0\tau_1$. The components obey $\{\Psi_a,\Psi^\dagger_b\}=\delta_{ab}$ and $\{\Psi_a,\Psi_b\}=0$, so $\partial_\tau\Psi=[H_0,\Psi]=-h\Psi$. For $G(\tau)=-\langle T_\tau\Psi(\tau)\Psi^\dagger(0)\rangle$ this gives $(-\partial_\tau-h)G_0=\delta(\tau)$, that is
\begin{equation}
G_0(i\omega)=(i\omega-h)^{-1}=-\frac{i\omega+\xi\tau_3+\phi_0\tau_1}{\omega^2+E^2},\qquad E^2=\xi^2+\phi_0^2 .
\end{equation}
The second form holds because $\tau_1\tau_3=-\tau_3\tau_1$ makes $h^2=E^2$, so $(i\omega-h)(i\omega+h)=-\omega^2-E^2$.

The phonon propagator is $D(\tau)=-\langle T_\tau A(\tau)A(0)\rangle$. With $A(\tau)=be^{-\Omega\tau}+b^\dagger e^{\Omega\tau}$ and $n_B=1/(e^{\beta\Omega}-1)$, for $0<\tau<\beta$,
\begin{equation}
D(\tau)=-\left[(n_B+1)e^{-\Omega\tau}+n_Be^{\Omega\tau}\right].
\label{eq:Dtau}
\end{equation}
Integrate against $e^{i\nu_l\tau}$, using $e^{i\nu_l\beta}=1$, $(n_B+1)(1-e^{-\beta\Omega})=1$ and $n_B(e^{\beta\Omega}-1)=1$:
\begin{equation}
D(i\nu_l)=-\frac{1}{\Omega-i\nu_l}-\frac{1}{\Omega+i\nu_l}=-\frac{2\Omega}{\Omega^2+\nu_l^2}.
\label{eq:D}
\end{equation}
Setting $\tau=0$ in \eqref{eq:Dtau} and in the Fourier series gives a sum rule:
\begin{equation}
T\sum_l\frac{2\Omega}{\Omega^2+\nu_l^2}=2n_B+1=\coth\frac{\Omega}{2T}.
\label{eq:coth}
\end{equation}

\subsection{The second-order self-energy and its sign}

The first-order term in $g$ vanishes since $\langle A\rangle_0=0$. The second-order term of $T_\tau\exp(-\int H_1)$ is $\tfrac12\iint T_\tau H_1H_1$, and the phonon average factors out as $\langle T_\tau A_1A_2\rangle=-D(1-2)$. The connected second-order part of $G$ is
\begin{equation}
G^{(2)}(\tau)=-\frac{g^2}{2}\iint d\tau_1d\tau_2\,[-D(1-2)]\,
\langle T_\tau\Psi(\tau)\,\rho_1\,\rho_2\,\Psi^\dagger(0)\rangle_{c}.
\label{eq:G2}
\end{equation}
The bilinears $\rho_i$ move freely under $T_\tau$. Both components of $\Psi$ lower $S_z$ by $\tfrac12$ and $H_0$ conserves $S_z$, so only contractions of $\Psi$ with $\Psi^\dagger$ survive, each equal to $-G_0$. Two kinds of connected term remain, each occurring twice through the exchange $1\leftrightarrow2$, which cancels the factor $\tfrac12$.

In the first, $\Psi(\tau)\,\Psi^\dagger_1\tau_3\Psi_1\,\Psi^\dagger_2\tau_3\Psi_2\,\Psi^\dagger(0)$ is contracted in neighbouring pairs. No reordering is needed, so the value is $(-1)^3G_0\tau_3G_0\tau_3G_0$. The three signs in \eqref{eq:G2}, the overall one, the one in front of $D$ and $(-1)^3$, multiply to $-1$. Comparing with the Dyson series $G=G_0+G_0\Sigma G_0+\dots$, we read off $\Sigma(1-2)=-g^2D(1-2)\tau_3G_0(1-2)\tau_3$. A product in time is a convolution in frequency:
\begin{equation}
\Sigma_F(i\omega_n)=-g^2T\sum_mD(i\omega_n-i\omega_m)\,\tau_3G_0(i\omega_m)\tau_3 .
\label{eq:fock}
\end{equation}
In the second, $\rho_2$ is replaced by $\langle\rho\rangle_0$ and the rest gives $(-1)^2G_0\tau_3G_0$. The signs multiply to $+1$, and $\int d\tau_2D=D(i\nu_0)=-2/\Omega$, so $\Sigma_H=-(2g^2/\Omega)\langle\rho\rangle_0\tau_3$. This tadpole is the static displacement of the oscillator and only shifts $\xi$. To find $\langle\rho\rangle_0$, note that the two singly occupied states have energy $0$ and $\rho=0$, while the empty and doubly occupied states mix into levels $\pm E$ with $\langle\rho\rangle=\pm\xi/E$. Hence $\langle\rho\rangle_0=-(\xi/E)\sinh\beta E/(1+\cosh\beta E)=-(\xi/E)\tanh(\beta E/2)$.

Now use $\tau_3\tau_1\tau_3=-\tau_1$ and $\tau_3\tau_3\tau_3=\tau_3$ in \eqref{eq:fock}:
\begin{equation}
\Sigma_F(i\omega_n)=T\sum_m\frac{2\Omega g^2}{\Omega^2+(\omega_n-\omega_m)^2}\;
\frac{-i\omega_m-\xi\tau_3+\phi_0\tau_1}{\omega_m^2+E^2}.
\label{eq:site}
\end{equation}
Since $G^{-1}=i\omega-h-\Sigma$, the $\tau_1$ part of $\Sigma$ adds to $\phi_0$ and has the same sign: phonon exchange strengthens the pairing field. The sign arises from $D<0$ together with the reversal of $\tau_1$ by the charge vertices.

This model can be diagonalised exactly, and the numerical check does so. In units of $\Omega$, with $\xi=0.3$, $\phi_0=0.4$, $T=0.2$, $g=0.04$, the off-diagonal element at $n=0$ is $5.94363\times10^{-4}$ exactly and $5.93783\times10^{-4}$ from \eqref{eq:site}. The norm of the difference between the exact matrix and $\Sigma_F+\Sigma_H$, relative to the norm of the latter, is $4.49\times10^{-4}$ at $g=0.02$ and $1.80\times10^{-3}$ at $g=0.04$. The ratio $4.0$ is that of a relative remainder of order $g^2$, and it is tested at $n=0$ and $n=2$. On one site this is an expansion in powers of $g$ at fixed $\xi$, $\phi_0$ and $T$; at fixed $g$ the remainder also shrinks when $E$ or $T$ is made large compared with $\Omega$. In a metal the argument for keeping this diagram is different.

\subsection{The lattice and approximations A1 to A4}

Take one band $\xi_k$, measured from the chemical potential, with time-reversal symmetry and no spin-orbit coupling, so $\xi_{-k}=\xi_k$. With phonon branches $j$ and $A_{qj}=b_{qj}+b^\dagger_{-qj}$,
\begin{equation}
H_{ep}=\sum_{kk'j\sigma}g^j_{k'k}\,A_{k'-k,j}\,c^\dagger_{k'\sigma}c_{k\sigma}.
\end{equation}
Let $\Psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})^T$. In the spin-down term relabel $k'\to-k$ and $k\to-k'$. The phonon momentum stays $k'-k$, and the term becomes $g^j_{-k,-k'}A\,c^\dagger_{-k\downarrow}c_{-k'\downarrow}=-g^j_{-k,-k'}A\,c_{-k'\downarrow}c^\dagger_{-k\downarrow}$, up to a $q=0$ term without electron operators. Time reversal gives $g_{-k,-k'}=g^*_{kk'}$ and hermiticity gives $g^*_{kk'}=g_{k'k}$. Therefore
\begin{equation}
H_{ep}=\sum_{kk'j}g^j_{k'k}A_{k'-k,j}\,\Psi^\dagger_{k'}\tau_3\Psi_k .
\end{equation}
The contraction leading to \eqref{eq:fock} goes through unchanged, with the two vertices giving $g_{kk'}g_{k'k}=|g_{kk'}|^2$.

The Coulomb term needs no new calculation. In \eqref{eq:G2} the phonons enter as $-\tfrac12\iint g^2D\,\rho\rho$. An instantaneous interaction $\tfrac12V\rho\rho$ enters at first order as $-\tfrac12\int V\rho\rho$. The two have the same form under $g^2D(1-2)\to V\delta(\tau_1-\tau_2)$, which in frequency is $g^2D(i\nu)\to V$. A repulsion $V>0$ acts oppositely to $D<0$.

Four approximations fix the starting equation.

\emph{A1 (Migdal).} In \eqref{eq:fock} replace $G_0$ by the full $G$. This sums all diagrams whose phonon lines do not cross and omits those in which they do, the vertex corrections. The step is assumed here and is not tested. The heuristic estimate is that in the lowest vertex correction the two internal electron lines differ in momentum by $q\sim k_F$, so both can lie within $\Omega$ of the Fermi level only in a fraction of order $\Omega/E_F$ of the intermediate states, which gives a relative size $\lambda\Omega/E_F$, with $\lambda$ defined below. The estimate does not apply when scattering is concentrated at $qv_F\lesssim\Omega$, when $E_F$ is comparable to $\Omega$, or when the coupling is strong enough to trap carriers in lattice distortions.

\emph{A2.} The phonons are harmonic with fixed, already screened frequencies $\Omega_{qj}$, so \eqref{eq:D} holds for each mode with no linewidth and no feedback from the superconducting state. The tadpole is absorbed in $\xi_k$.

\emph{A3.} Pairing is within one band, spin singlet, at zero total momentum and even in frequency. A $\tau_2$ component of $\Sigma$ obeys the same equation as the $\tau_1$ component. It is assumed proportional to it with one constant for all $k$ and $n$, and is then removed by the phase choice $\Psi\to e^{i\alpha\tau_3}\Psi$.

\emph{A4.} The diagonal Coulomb self-energy is already contained in $\xi_k$, and its change on entering the superconducting state is neglected. Only the off-diagonal part $G^{\rm od}$ of $G$ is kept in the Coulomb term, with a static screened $V_{kk'}$.

The result is
\begin{equation}
\Sigma(k,n)=-T\sum_{k'm}\Big[\sum_j|g^j_{kk'}|^2D_j(k-k',i\omega_n-i\omega_m)\,\tau_3G\tau_3+V_{kk'}\,\tau_3G^{\rm od}\tau_3\Big],
\label{eq:sigma}
\end{equation}
with $G=G(k',m)$ and $G^{-1}(k,n)=i\omega_n-\xi_k\tau_3-\Sigma(k,n)$.

\subsection{Components in Nambu space}

By A3 write
\begin{equation}
\Sigma=i\omega_n(1-Z)+\chi\tau_3+\phi\tau_1,\qquad
G^{-1}=i\omega_nZ-(\xi+\chi)\tau_3-\phi\tau_1 .
\end{equation}
The inversion used for $G_0$ applies with $\omega\to\omega Z$, $\xi\to\xi+\chi$, $\phi_0\to\phi$:
\begin{align}
G&=-\frac{i\omega Z+(\xi+\chi)\tau_3+\phi\tau_1}{\Theta},\qquad
\Theta=(\omega Z)^2+(\xi+\chi)^2+\phi^2,\\
\tau_3G\tau_3&=-\frac{i\omega Z+(\xi+\chi)\tau_3-\phi\tau_1}{\Theta},\qquad
\tau_3G^{\rm od}\tau_3=+\frac{\phi\,\tau_1}{\Theta}.
\end{align}
Define the positive kernel
\begin{equation}
K_{kk'}(l)=-\sum_j|g^j_{kk'}|^2D_j=\sum_j|g^j_{kk'}|^2\frac{2\Omega_{k-k',j}}{\Omega_{k-k',j}^2+\nu_l^2},\qquad l=n-m .
\end{equation}
Then $\Sigma=T\sum K\,\tau_3G\tau_3-T\sum V\,\tau_3G^{\rm od}\tau_3$. The unit-matrix part reads $i\omega_n(1-Z)=-T\sum K\,i\omega_mZ'/\Theta'$, where a prime marks the argument $(k',m)$. Dividing by $-i$, and collecting $\tau_3$ and $\tau_1$ in the same way,
\begin{align}
\omega_n[Z(k,n)-1]&=T\sum_{k'm}K_{kk'}(n-m)\,\frac{\omega_mZ'}{\Theta'},\label{eq:Zk}\\
\chi(k,n)&=-T\sum_{k'm}K_{kk'}(n-m)\,\frac{\xi'+\chi'}{\Theta'},\label{eq:chik}\\
\phi(k,n)&=T\sum_{k'm}\left[K_{kk'}(n-m)-V_{kk'}\right]\frac{\phi'}{\Theta'} .\label{eq:phik}
\end{align}
These equations preserve real $Z,\chi,\phi$ that are even in frequency. Under $n\to-n-1$, $m\to-m-1$ both frequencies change sign, $K$ is even in $l$, and each right-hand side transforms as its left-hand side does.

\subsection{Approximation A5 and the kernel $\lambda$}

Label a state by its energy $\xi$ and its position $\hat k$ on the surface of constant energy. Then exactly
\begin{equation}
\sum_{k'}X=\int d\xi'\,N(\xi')\,\langle X\rangle_{\xi'},\qquad
\langle X\rangle_{\xi}=\frac{1}{N(\xi)}\sum_k\delta(\xi-\xi_k)X,
\end{equation}
with $N(\xi)$ the density of states per spin and $N_F=N(0)$. The factor $1/\Theta'$ is a Lorentzian in $\xi'$ of half-width
\begin{equation}
a'=\sqrt{(\omega_mZ')^2+\phi'^2},
\end{equation}
and the phonon kernel confines $\omega_m$ to within about $\Omega$ of $\omega_n$. For low $n$ the relevant $\xi'$ are therefore of phonon size, while $g$, $\Omega_{k-k'}$ and $N$ vary on an electronic scale $W$.

\emph{A5.} Evaluate $g$, $\Omega$ and $V$, and the weight in the surface average, with both states on the Fermi surface. The right-hand sides of \eqref{eq:Zk}--\eqref{eq:phik} then do not depend on $\xi_k$, so $Z,\chi,\phi$ depend on $\hat k$ and $n$ only.

Insert $1=\int d\Omega\,\delta(\Omega-\Omega_{k-k',j})$ into $N_FK$:
\begin{align}
\alpha^2F(\hat k,\hat k';\Omega)&=N_F\sum_j|g^j_{kk'}|^2\,\delta(\Omega-\Omega_{k-k',j}),\\
\lambda(\hat k,\hat k';l)&=N_FK_{kk'}(l)=\int_0^\infty d\Omega\,\frac{2\Omega\,\alpha^2F(\hat k,\hat k';\Omega)}{\Omega^2+\nu_l^2}.
\end{align}
The double Fermi-surface averages are written $\alpha^2F(\Omega)$ and $\lambda(l)$, and $\lambda\equiv\lambda(0)=2\int d\Omega\,\alpha^2F/\Omega$. A single Einstein mode has $\alpha^2F=\tfrac12\lambda\Omega\,\delta(\Omega'-\Omega)$ as a function of $\Omega'$, and
\begin{equation}
\lambda(l)=\frac{\lambda\Omega^2}{\Omega^2+\nu_l^2},\qquad
T\sum_l\lambda(l)=\frac{\lambda\Omega}{2}\coth\frac{\Omega}{2T},
\label{eq:einstein}
\end{equation}
the sum following from \eqref{eq:coth}. As a dispersive case take a Fermi sphere, where $q=2k_F\sin(\theta/2)$, linear phonons $\Omega'=\Omega_D\sin(\theta/2)$, and $N_F|g|^2=\lambda\Omega'/2$. With $s=\sin(\theta/2)$ the angular measure is $\tfrac12\sin\theta\,d\theta=2s\,ds=2\Omega'd\Omega'/\Omega_D^2$, so $\alpha^2F=\lambda\Omega'^2/\Omega_D^2$ up to $\Omega_D$. Substituting $u=\Omega'^2$,
\begin{equation}
\lambda(l)=\frac{\lambda}{\Omega_D^2}\int_0^{\Omega_D^2}\!\frac{u\,du}{u+\nu_l^2}
=\lambda\left[1-\frac{\nu^2_l}{\Omega_D^2}\ln\left(1+\frac{\Omega_D^2}{\nu_l^2}\right)\right],
\end{equation}
which is tested against direct angular quadrature. In both cases the kernel is even, positive and falls as $1/\nu^2$.

The electron-phonon and Coulomb self-energy has been reduced to the coupled equations \eqref{eq:Zk}--\eqref{eq:phik} for $Z$, $\chi$ and $\phi$, with the phonons entering through the Fermi-surface kernel $\lambda(\hat k,\hat k';l)$. What remains is to integrate over energy, reduce the equations to isotropic form, replace the Coulomb repulsion by a pseudopotential, and measure the errors of these steps.
